# Reflectionless scalar potentials for the Dirac operator and their mKdV flow

## Problem

A particle on a line has the Dirac Hamiltonian (atomic units, $\hbar=1$)

$$H=v\,[\sigma_y p+\sigma_x\varphi(x)],\qquad p=-i\partial,$$

where $v$ is the Dirac velocity ($v=c$ for an electron in vacuum) and $M(x)=v\varphi(x)$ is the rest energy plus a scalar potential. The real, smooth function $\varphi$ tends rapidly to the same constant $m>0$ at both ends.

(a) Find a Darboux transformation that turns $H$ into another Hamiltonian of the same scalar form, and determine its effect on the bound levels.

(b) Starting from $\varphi=m$, construct potentials with $N$ prescribed pairs of levels. Show that they are smooth and reflectionless, and find the transmission amplitude.

(c) Show that the modified Korteweg–de Vries (mKdV) flow $\varphi_\tau=6\varphi^2\varphi'-\varphi'''$ leaves the spectrum unchanged. How do the scattering amplitudes evolve?

(d) How must the parameters of the potentials in (b) depend on $\tau$ for them to follow this flow?

(e) Take $\hbar v=4$ eV Å, $M(\pm\infty)=1$ eV and levels $\pm0.8$ and $\pm0.6$ eV. Describe the potential at $\tau=0$ and at $\tau=300$ Å$^3$. Compare with a Gaussian dip in $M$.

The parameter $\tau$ labels a family of static potentials. It has the dimension of length cubed and is not physical time.

## Solution

### (a) The Darboux step

Write $E=v\varepsilon$, $\psi=(f,g)^T$ and $A=\partial+\varphi$. Then

$$H=v\begin{pmatrix}0&A^\dagger\\A&0\end{pmatrix},\qquad f'=-\varphi f+\varepsilon g,\quad g'=\varphi g-\varepsilon f. \tag{1}$$

Squaring gives $H^2/v^2=-\partial^2+\mathrm{diag}(u_-,u_+)$ with $u_\mp=\varphi^2\mp\varphi'$.

Since $\sigma_zH\sigma_z=-H$, a solution $(f_1,g_1)$ at $\varepsilon_1$ comes with a solution $(f_1,-g_1)$ at $-\varepsilon_1$. Take both as seeds for a potential $\varphi_0$, with $\varepsilon_1>0$ and $f_1,g_1$ positive. The first-order operator that annihilates both is diagonal:

$$L=\partial-\mathrm{diag}(a,b),\qquad a=f_1'/f_1,\quad b=g_1'/g_1 .$$

With $r=f_1/g_1$, equation (1) gives

$$a=-\varphi_0+\varepsilon_1/r,\qquad b=\varphi_0-\varepsilon_1r,\qquad r'/r=a-b. \tag{2}$$

We require $LH_0=H_1L$, with $H_1$ of scalar form. The $\partial^2$ terms agree. The $\partial$ terms give

$$\varphi_1=\varphi_0+a-b=-\varphi_0+\varepsilon_1(r+1/r). \tag{3}$$

The terms without $\partial$ give two conditions:

$$\varphi_0'-\varphi_0a=b'-\varphi_1b,\qquad \varphi_0'-\varphi_0b=-a'-\varphi_1a .$$

For the first, (2) gives $b'=\varphi_0'-\varepsilon_1r(a-b)$, so its right side is $\varphi_0'-\varphi_0b-(a-b)(\varepsilon_1r+b)$. Because $\varepsilon_1r+b=\varphi_0$, this equals $\varphi_0'-\varphi_0a$. For the second, $a'=-\varphi_0'-(\varepsilon_1/r)(a-b)$, so the right side is $\varphi_0'-\varphi_0a+(a-b)(\varepsilon_1/r-a)$. Because $\varepsilon_1/r-a=\varphi_0$, this equals $\varphi_0'-\varphi_0b$. Both conditions hold.

**Levels.** The upper entry of $L^\dagger L$ is $(-\partial-a)(\partial-a)=-\partial^2+a'+a^2=-\partial^2+f_1''/f_1$, and $f_1''=(u_--\varepsilon_1^2)f_1$. The lower entry is analogous, so

$$L^\dagger L=H_0^2/v^2-\varepsilon_1^2 .$$

Intertwining twice gives $LL^\dagger L=(H_1^2/v^2-\varepsilon_1^2)L$. Both $LL^\dagger$ and $H_1^2/v^2$ are $-\partial^2$ plus a matrix function. Their difference therefore multiplies $L$ by a function, and this function must vanish because $Ly$ can take any value at a point. Hence $LL^\dagger=H_1^2/v^2-\varepsilon_1^2$.

Let $f_1,g_1$ grow exponentially at both ends.

- A bound state $\psi$ of $H_0$ at $\varepsilon$ is mapped to $L\psi$, with $\|L\psi\|^2=(\varepsilon^2-\varepsilon_1^2)\|\psi\|^2$. The level survives if $\varepsilon^2>\varepsilon_1^2$. If some level had $\varepsilon^2<\varepsilon_1^2$, the norm would be negative, so node-free seeds cannot exist there. New pairs must be inserted closer to zero energy than the old ones.
- A bound state of $H_1$ at $\varepsilon^2\neq\varepsilon_1^2$ is mapped by $L^\dagger$ to a nonzero bound state of $H_0$, by the same norm argument. No unplanned level appears.
- At $\varepsilon=\pm\varepsilon_1$ the condition $L^\dagger\psi=0$ leads to $\psi=(1/f_1,\pm1/g_1)^T$. For the upper sign, inserting this in (1) requires $\varphi_1=a+\varepsilon_1r$ and $\varphi_1=-b+\varepsilon_1/r$, and both follow from (2) and (3). The lower sign follows by applying $\sigma_z$. These states are normalizable.

The step therefore adds the pair $\pm v\varepsilon_1$ and nothing else. An electrostatic potential that varies with $x$ would break the pairing of solutions by $\sigma_z$, and this construction would fail. A constant one merely shifts all energies.

### (b) Reflectionless potentials

**One pair.** For $\varphi_0=m$ put $\kappa=\sqrt{m^2-\varepsilon^2}$, $\theta=\kappa x+s$ and $\tanh2\alpha=\kappa/m$. Then $m=\varepsilon\cosh2\alpha$ and $\kappa=\varepsilon\sinh2\alpha$. With $f=\cosh(\theta-\alpha)$, (1) gives

$$g=\frac{f'+mf}{\varepsilon}=\sinh2\alpha\,\sinh(\theta-\alpha)+\cosh2\alpha\,\cosh(\theta-\alpha)=\cosh(\theta+\alpha),$$

$$\varphi_1=m+\kappa[\tanh(\theta-\alpha)-\tanh(\theta+\alpha)]. \tag{4}$$

This is a single well, lowest at $\theta=0$. Since $\tanh\alpha=(\cosh2\alpha-1)/\sinh2\alpha=(m-\varepsilon)/\kappa$, its minimum is $m-2\kappa\tanh\alpha=2\varepsilon-m$.

Two limits show its character. For $\kappa\ll m$, $\alpha\approx\kappa/2m$ and $\varphi_1\approx m-(\kappa^2/m)\,\mathrm{sech}^2\theta$. With the particle mass $\mu=m/v$, the potential energy is $-(\kappa^2/\mu)\,\mathrm{sech}^2\theta$, the reflectionless Pöschl–Teller well of Schrödinger theory. For $\varepsilon\to0$, $\alpha\to\infty$ and the well becomes two distant walls, at $\theta=\pm\alpha$, between which $\varphi_1\approx-m$. Following one wall, $\theta=y+\alpha$, gives $\varphi_1\to m\tanh y$. This limit has different signs at its two ends and lies outside the assumptions.

**$N$ pairs.** Choose $m>\varepsilon_1>\dots>\varepsilon_N>0$, so that $\kappa_1<\dots<\kappa_N$. Let $f_j$ be $\cosh(\theta_j-\alpha_j)$ for odd $j$ and $\sinh(\theta_j-\alpha_j)$ for even $j$; $g_j$ has $+\alpha_j$ instead. The calculation of $g$ above works for both.

After $j-1$ steps the product of the upper entries of the $L$'s is a differential operator of order $j-1$ with leading coefficient 1 that annihilates $f_1,\dots,f_{j-1}$. There is one such operator, $y\mapsto W(f_1,\dots,f_{j-1},y)/W(f_1,\dots,f_{j-1})$, where $W$ is the Wronskian. The $j$-th seed is thus $F_j=W(f_1..f_j)/W(f_1..f_{j-1})$, and $G_j$ is built likewise from the $g$'s. Adding the increments $(\ln F_j/G_j)'$ gives

$$\varphi_N=m+\partial\ln\frac{W(f_1,\dots,f_N)}{W(g_1,\dots,g_N)}. \tag{5}$$

**No nodes.** Write $y_j=\theta_j-\alpha_j$, so that $f_j=\tfrac12\sum_{\sigma_j=\pm1}\sigma_j^{\,j-1}e^{\sigma_jy_j}$. The Wronskian of exponentials is a Vandermonde determinant, hence

$$W(f_1,\dots,f_N)=2^{-N}\sum_{\sigma}\Big[\prod_j\sigma_j^{\,j-1}\Big]\prod_{i<j}(\sigma_j\kappa_j-\sigma_i\kappa_i)\,e^{\sum_j\sigma_jy_j}.$$

For $i<j$, $\kappa_j>\kappa_i$, so the factor $\sigma_j\kappa_j-\sigma_i\kappa_i$ has the sign $\sigma_j$. The double product has the sign $\prod_j\sigma_j^{\,j-1}$, which cancels the bracket. Each term is positive, with weight $\prod_{i<j}|\sigma_j\kappa_j-\sigma_i\kappa_i|$. The same holds for the $g$'s and at each intermediate step, so $\varphi_N$ is smooth.

At $x\to\pm\infty$ the terms with all $\sigma_j=\pm1$ dominate. Hence $F_j$ and $G_j$ grow as $e^{\kappa_j|x|}$, as part (a) requires, and $\varphi_N\to m$. The bound levels are $\pm v\varepsilon_1,\dots,\pm v\varepsilon_N$, and the continuum is $|E|\ge vm$.

**Scattering.** Apply the $L$'s to a free wave $e^{ikx}$ with $\varepsilon^2=k^2+m^2$. At $x\to\pm\infty$ the $j$-th operator tends to $\partial\mp\kappa_j$ in both components, so it multiplies the wave by $ik\mp\kappa_j$. No $e^{-ikx}$ arises. Dividing the right amplitude by the left one,

$$R=0,\qquad T=\prod_j\frac{ik-\kappa_j}{ik+\kappa_j}=\prod_j\frac{k+i\kappa_j}{k-i\kappa_j}, \tag{6}$$

for both signs of $E$, where $T$ is the ratio of the $e^{ikx}$ amplitudes on the right and on the left. For $E<0$ this wave carries flux to the left, so the ratio of transmitted to incident amplitude is $T^*$. In either case the wave acquires a phase but loses no flux.

### (c) The flow keeps the spectrum

Let $P=\mathrm{diag}(P_-,P_+)$ with

$$P_\mp=-4\partial^3+3(u_\mp\partial+\partial u_\mp)=-4\partial^3+6u_\mp\partial+3u_\mp' .$$

These operators are antisymmetric. Moving derivatives to the right,

$$P_+A=-4\partial^4-4\varphi\partial^3+(6u_+-12\varphi')\partial^2+(3u_+'-12\varphi''+6u_+\varphi)\partial-4\varphi'''+6u_+\varphi'+3u_+'\varphi,$$

$$AP_-=-4\partial^4-4\varphi\partial^3+6u_-\partial^2+(9u_-'+6\varphi u_-)\partial+3u_-''+3\varphi u_-' .$$

Subtract, using $u_+-u_-=2\varphi'$ and $u_\pm'=2\varphi\varphi'\pm\varphi''$. The $\partial^2$ coefficient is $12\varphi'-12\varphi'=0$. The $\partial$ coefficient is

$$(6\varphi\varphi'+3\varphi'')-(18\varphi\varphi'-9\varphi'')-12\varphi''+12\varphi\varphi'=0 .$$

What remains is a function:

$$-4\varphi'''+6\varphi^2\varphi'+6\varphi'^2+6\varphi\varphi''-3(2\varphi'^2+2\varphi\varphi''-\varphi''')=6\varphi^2\varphi'-\varphi''' .$$

This is the lower-left entry of $[P,H]/v$; the upper-right entry is its adjoint, the same real function. The mKdV equation is therefore equivalent to

$$H_\tau=[P,H]. \tag{7}$$

Assume that $\varphi-m$ and its derivatives decay rapidly throughout the flow. For a normalized bound state,

$$\frac{dE}{d\tau}=\langle\psi,(PH-HP)\psi\rangle=E\langle\psi,P\psi\rangle-E\langle\psi,P\psi\rangle=0 .$$

A level cannot vanish or emerge either. $H(\tau)$ changes continuously in norm, so near any $\tau$ where $E$ is a gap level there is a nearby level. Being constant, it stays at $E$. By the same continuity $E$ remains in the spectrum at the end of any such $\tau$ interval, and a spectral point in the gap is an eigenvalue. The limit $m$ fixes the continuum.

**Amplitudes.** Differentiating $H\psi=E\psi$ and using (7) gives $(H-E)(\psi_\tau-P\psi)=0$. Take $\psi$ with upper component $e^{ikx}+Re^{-ikx}$ on the left and $Te^{ikx}$ on the right. Far out, $Pe^{\pm ikx}=\pm\lambda e^{\pm ikx}$ with $\lambda=i(4k^3+6m^2k)$. The solution $\psi_\tau-P\psi$ contains only $e^{ikx}$ on the right, so it is $C\psi$ with a constant $C$. Comparing coefficients,

$$-\lambda=C,\qquad R_\tau+\lambda R=CR,\qquad T_\tau-\lambda T=CT,$$

$$T_\tau=0,\qquad R_\tau=-2ik(6m^2+4k^2)R. \tag{8}$$

The reflection amplitude turns in phase at constant modulus. A reflectionless potential stays reflectionless.

### (d) Moving the Darboux potentials

Let the seeds obey $\psi_\tau=P\psi$. On the background $m$, $P=-4\partial^3+6m^2\partial$, so $e^{\pm\theta_j}$ evolves correctly if

$$\theta_j=\kappa_jx+\kappa_j(6m^2-4\kappa_j^2)\tau+s_j. \tag{9}$$

It remains to show that a Darboux step carries one mKdV solution, $\varphi_0$, to another. From $f''=(u_--\varepsilon^2)f$ we get $f'''=(u_--\varepsilon^2)f'+u_-'f$, and thus $f_\tau=(2u_-+4\varepsilon^2)f'-u_-'f$. The same holds for $g$ with $u_+$. Let $q=\ln(f/g)$. By (2), $q'=a-b$ and $a+b=-2\varepsilon\sinh q$, so

$$q_\tau=(2\varphi_0^2+4\varepsilon^2)q'+4\varepsilon\varphi_0'\sinh q+2\varphi_0'' .$$

Put $S=\varphi_1+\varphi_0=2\varepsilon\cosh q$, so that $q'=\varphi_1-\varphi_0=S-2\varphi_0$. Differentiating twice, with $4\varepsilon^2\sinh^2q=S^2-4\varepsilon^2$,

$$q'''=Sq'^2+(S^2-4\varepsilon^2)q'-4\varepsilon\varphi_0'\sinh q-2\varphi_0'' .$$

The sum is $q_\tau+q'''=q'[2\varphi_0^2+S(q'+S)]$. Since $q'+S=2\varphi_1$, the bracket is $2(\varphi_0^2+\varphi_0\varphi_1+\varphi_1^2)$ and

$$q_\tau+q'''=2(\varphi_1^3-\varphi_0^3).$$

Its $x$-derivative is the difference of the mKdV equations for $\varphi_1$ and $\varphi_0$. Hence $\varphi_1$ is also a solution.

To repeat the step, the transformed seeds must obey the new evolution. Split the next seed into the parts that started as $e^{\theta_j}$ and $e^{-\theta_j}$, and let $\chi$ be the transform of the first. By (7) for $H_1$, $\chi_\tau-P_1\chi$ solves the new Dirac equation at $\varepsilon_j$. At $x\to-\infty$, $\chi$ is a nonzero constant vector times $e^{\theta_j}$, up to relatively small terms, so the leading terms of $\chi_\tau-P_1\chi$ cancel. This solution decays faster than $e^{\kappa_jx}$. A nonzero solution cannot, so it vanishes. The second part is treated in the same way at $x\to+\infty$. By induction, (5) with (9) solves the mKdV equation. The flow moves the wells, while the levels depend on the fixed $\kappa_j$.

**Two separated wells.** An isolated well moves left at the rate $6m^2-4\kappa_j^2=2m^2+4\varepsilon_j^2$, so well 1, the shallower one, is faster. For large positive $\tau$ it lies on the left, where $\theta_2\to-\infty$ and $\sigma_2=-1$ dominates. The remaining weights give

$$(\kappa_2+\kappa_1)e^{y_1}+(\kappa_2-\kappa_1)e^{-y_1}\propto\cosh(y_1+\delta),\qquad \delta=\tfrac12\ln\frac{\kappa_2+\kappa_1}{\kappa_2-\kappa_1}.$$

The $g$ Wronskian has the same shift, so this is well (4) with $\theta_1\to\theta_1+\delta$. Near well 2, $\sigma_1=+1$ dominates and $\theta_2\to\theta_2-\delta$. For $s_j=0$ the centres are

$$x_1=-(6m^2-4\kappa_1^2)\tau-\delta/\kappa_1,\qquad x_2=-(6m^2-4\kappa_2^2)\tau+\delta/\kappa_2. \tag{10}$$

### (e) Numbers

With $\hbar$ restored, $\varphi=M/\hbar v$ and $\varepsilon=E/\hbar v$. Thus $m=0.25$, $\varepsilon_1=0.20$ and $\varepsilon_2=0.15$ Å$^{-1}$, and $\kappa_1=\sqrt{0.0625-0.04}=0.15$, $\kappa_2=0.20$ Å$^{-1}$. The levels $0.80$ and $0.60$ eV are $0.0294$ and $0.0220$ hartree.

**At $\tau=0$, $s_j=0$.** At $x=0$ both two-seed Wronskians equal $\kappa_2\cosh\alpha_1\cosh\alpha_2-\kappa_1\sinh\alpha_1\sinh\alpha_2$, and $f_1=g_1$. Hence $F_2/G_2=1$, and (3) gives $\varphi_2(0)=-(2\varepsilon_1-m)+2\varepsilon_2$, or

$$M(0)=1-2(0.8-0.6)=0.6\ \text{eV}.$$

Evaluating (5) on a grid shows that this is the top of a central hump. The profile has two minima of $0.427$ eV at $|x|=6.92$ Å and has risen to $0.961$ eV at $20$ Å.

**Scattering at $E=1.25$ eV.** Here $k=\sqrt{1.25^2-1}/4=0.1875$ Å$^{-1}$, and (6) gives $T=-0.988+0.156i$, of modulus one.

**At $\tau=300$ Å$^3$.** The rates are $0.285$ and $0.215$ Å$^{-2}$, and $\delta=\tfrac12\ln7=0.973$. From (10),

$$x_1=-85.5-6.49=-91.99\ \text{Å},\qquad x_2=-64.5+4.86=-59.64\ \text{Å}.$$

Numerical minimization of (5) finds the minima at $-91.99$ and $-59.63$ Å, where $M=0.5999$ and $0.2008$ eV. Isolated wells would have $2E_j-M(\infty)=0.6$ and $0.2$ eV. The small differences come from the exponentials dropped in (10). The profile has changed from a joined double well to two unequal wells, yet its levels are still $\pm0.6$ and $\pm0.8$ eV.

**A potential that reflects.** Take $M=1-0.5\,e^{-(x/8\,\text{Å})^2}$ eV. Its levels were found by diagonalizing $H$ in a Fourier discretization (405 points on a 400 Å circle), and the flow by a Fourier method with fourth-order Runge–Kutta steps. The lowest positive level is $0.72619$ eV both at $\tau=0$ and after the mKdV flow to $\tau=150$ Å$^3$. If the coefficient 6 is replaced by 3, the level moves by $0.0044$ eV over the same interval. That flow is the mKdV equation for $\varphi/\sqrt2$, so it preserves the spectrum of the Dirac operator built on $\varphi/\sqrt2$ and not that of $H$. The coefficient 6 is tied to the way $\varphi$ enters $H$.

Integrating (1) across the dip at $E=1.25$ eV gives $|R|=0.0726$ and $|T|=0.9974$ at both $\tau=0$ and $20$ Å$^3$. Equation (8) predicts that the phase of $R$ turns by

$$-2(0.1875)(0.375+0.1406)(20)=-3.867\ \text{rad},$$

which is $2.416$ rad modulo $2\pi$. The integrated amplitudes give $2.416$ rad.
